\section*{The s Character of a Threefold-Bonded Silicon Atom's Dangling Orbital, part 1}

(Sections cited here and not found follow in the second part.)

\section{From orthogonality to the s character}

Q: A silicon atom at a surface has three neighbours and one orbital left over. I am told that the mixture of s and p in that orbital can be found from the angles between the bonds. That makes me suspicious. The composition of an orbital ought to come from an energy calculation, not from a protractor.

A: In general it does. The angle is sufficient only inside a definite model, so the model has to be stated first. The atom uses four valence orbitals, one s and three p. From these it forms four orthonormal hybrids with real coefficients. Three of them point straight along the bonds to the neighbours, which are called back bonds. The fourth, the dangling hybrid, has no partner. No d orbitals take part. Energy enters only through the assumption that the bond hybrids follow the bonds. Whether a computed silicon atom obeys that assumption is a separate question, and it needs separate numbers.

Q: Which angle do you mean? One could measure from one bond to another, or from a bond to the surface normal.

A: I mean the angle $\theta$ between two back bonds, and I take all three such angles to be equal. The distinction matters at ninety degrees. Three bonds that each make $90^\circ$ with the normal lie flat in a plane, and the angle between any two of them is $120^\circ$. Three bonds at $90^\circ$ to one another form the corner of a cube. In what follows, ninety degrees refers to the cube corner.

Q: The s and p orbitals of silicon have different radial shapes. Does that not spoil any simple relation between them?

A: It does not affect their orthogonality. Write $s$ for the s orbital and $p_x,p_y,p_z$ for the p orbitals, all centred on the same nucleus and all normalized. The function $s$ is unchanged when $x$ is replaced by $-x$, while $p_x$ changes sign. Their product is therefore odd in $x$ and integrates to zero, whatever the two radial functions are. The product $p_xp_y$ is odd in $x$ as well, so it also integrates to zero. The same argument covers the other pairs. The four functions are orthonormal.

Q: A bond rarely points along a coordinate axis. What is a p orbital along a bond?

A: Let $\mathbf n_i$ be the unit vector from the atom to neighbour $i$, with $i=1,2,3$. Define
\begin{equation}
p_i=n_{ix}p_x+n_{iy}p_y+n_{iz}p_z .
\end{equation}
Since $p_x,p_y,p_z$ are a common radial factor times $x,y,z$, this sum is the same factor times the coordinate along $\mathbf n_i$. It is a p orbital whose axis is the bond. The overlap of two such orbitals is
\begin{align}
\langle p_i|p_j\rangle
&=\sum_{\alpha,\beta} n_{i\alpha}n_{j\beta}\langle p_\alpha|p_\beta\rangle\\
&=\sum_{\alpha} n_{i\alpha}n_{j\alpha}
=\mathbf n_i\cdot\mathbf n_j .
\end{align}
The indices $\alpha,\beta$ run over $x,y,z$. The second line follows because $\langle p_\alpha|p_\beta\rangle$ is one for equal indices and zero otherwise. For $i=j$ the result is one, so $p_i$ is normalized. For two different bonds it is
\begin{equation}
\langle p_i|p_j\rangle=\cos\theta\equiv c .
\end{equation}

Q: So two p orbitals at an obtuse angle have a negative overlap.

A: Yes, and that sign drives everything that follows. With bonds more than $90^\circ$ apart, $c$ is negative, and something positive must be added to bring the overlap of the hybrids to zero. The s orbital can supply it, since it is the same function in every hybrid. Write each bond hybrid as
\begin{equation}
h_i=\frac{p_i+\lambda_i s}{\sqrt{1+\lambda_i^2}} ,
\end{equation}
where $\lambda_i$ is a real number. The denominator normalizes the hybrid, because the norm of the numerator squared is $1+\lambda_i^2$; the cross term $2\lambda_i\langle p_i|s\rangle$ is zero. The s character is the squared coefficient of $s$,
\begin{equation}
a_i=\frac{\lambda_i^2}{1+\lambda_i^2}.
\end{equation}

Q: Why insist that the hybrids be orthogonal? A bond could be described with overlapping ones.

A: It could, but the word ``share'' would then lose its plain meaning. With orthonormal hybrids, the squared s coefficients tell how the single s orbital is divided among them, and the parts add up to one. With overlapping hybrids they need not. Orthogonality is thus part of the definition of the quantity you asked about. What is physical, and can fail, is the further demand that orthogonal hybrids also point along the bonds.

Q: Then impose it. I notice that you have allowed three different $\lambda_i$. Do you intend to set them equal by hand?

A: For angles above $90^\circ$ there is no need. The overlap of two different bond hybrids is
\begin{align}
\langle h_i|h_j\rangle
&=\frac{\langle p_i|p_j\rangle+\lambda_j\langle p_i|s\rangle
+\lambda_i\langle s|p_j\rangle+\lambda_i\lambda_j\langle s|s\rangle}
{\sqrt{(1+\lambda_i^2)(1+\lambda_j^2)}}\\
&=\frac{c+\lambda_i\lambda_j}
{\sqrt{(1+\lambda_i^2)(1+\lambda_j^2)}} .
\end{align}
The denominator is positive, so the overlap vanishes when
\begin{equation}
\lambda_i\lambda_j=-c\qquad\text{for each pair } i\ne j .
\end{equation}
If $c<0$, no $\lambda_i$ can be zero. Comparing $\lambda_1\lambda_2=-c$ with $\lambda_1\lambda_3=-c$ and dividing by $\lambda_1$ gives $\lambda_2=\lambda_3$. Comparing another two pairs gives $\lambda_1=\lambda_2$. Equal angles therefore force equal hybrids, with a common value
\begin{equation}
\lambda^2=-c .
\end{equation}

Q: The square leaves the sign of $\lambda$ open.

A: The positive root makes $s$ and the lobe of $p_i$ that faces the neighbour add, if $s$ is taken positive in its outer region. The hybrid is then larger on the bond side. The negative root turns all three hybrids backwards. The shares depend on $\lambda^2$ and are the same for both, but the positive root describes bonds. The s character of each bond hybrid is
\begin{equation}
a=\frac{\lambda^2}{1+\lambda^2}=\frac{-c}{1-c}
=\frac{-\cos\theta}{1-\cos\theta}.
\end{equation}

Q: That is a result about the bonds. You have not yet said a word about the dangling orbital.

A: It is whatever remains. The space spanned by $s,p_x,p_y,p_z$ has four dimensions. The three bond hybrids are orthonormal, hence independent, and occupy three of them. One direction is left, so the dangling hybrid $d$ is fixed up to its overall sign. To find its s character, collect the coefficients of the four hybrids as the rows of a four-by-four real matrix $U$. Orthonormality of the rows says
\begin{equation}
UU^{T}=1 .
\end{equation}
This makes $U^{T}$ the inverse of $U$, since the matrix is square. An inverse works from both sides, so $U^{T}U=1$ too, and the columns are also orthonormal. The column belonging to $s$ contains the s coefficients of all four hybrids. Its normalization reads
\begin{equation}
3a+f=1 ,
\end{equation}
where $f$ is the s character of the dangling hybrid. Inserting $a$ gives
\begin{align}
f&=1-3a=1+\frac{3c}{1-c}\\
&=\frac{1-c+3c}{1-c}=\frac{1+2c}{1-c},
\end{align}
that is,
\begin{equation}
f(\theta)=\frac{1+2\cos\theta}{1-\cos\theta}.
\end{equation}

Q: You obtained this by bookkeeping, without ever constructing the orbital. I would like to see the orbital itself.

A: Write it as
\begin{equation}
d=\mu s+\nu p_m,\qquad \mu^2+\nu^2=1 ,
\end{equation}
where $p_m$ is a p orbital along an unknown unit vector $\mathbf m$. Orthogonality to each bond hybrid requires
\begin{equation}
\lambda\mu+\nu\,\mathbf m\cdot\mathbf n_i=0 .
\end{equation}
Take an angle strictly between $90^\circ$ and $120^\circ$. Then $\nu$ cannot vanish, for that would leave $\lambda\mu=0$ with both factors nonzero. The condition now says that $\mathbf m\cdot\mathbf n_i$ is the same for all three bonds. Hence $\mathbf m$ is perpendicular to $\mathbf n_1-\mathbf n_2$ and to $\mathbf n_2-\mathbf n_3$. These two differences span a plane, and one line is perpendicular to it. The sum $\mathbf S=\mathbf n_1+\mathbf n_2+\mathbf n_3$ lies on that line, because
\begin{equation}
\mathbf S\cdot\mathbf n_i=1+2c
\end{equation}
for every $i$. Its length follows from
\begin{equation}
|\mathbf S|^2=\sum_i\mathbf S\cdot\mathbf n_i=3(1+2c).
\end{equation}
Choose $\mathbf m=-\mathbf S/|\mathbf S|$, which points away from the neighbours. Then
\begin{equation}
\mathbf m\cdot\mathbf n_i=-\frac{1+2c}{\sqrt{3(1+2c)}}
=-\sqrt{\frac{1+2c}{3}} .
\end{equation}
The orthogonality condition becomes
\begin{equation}
\lambda\mu=\nu\sqrt{\frac{1+2c}{3}} .
\end{equation}
With $\lambda>0$, the coefficients $\mu$ and $\nu$ have the same sign, so the larger lobe is on the outward side. Squaring and using $\lambda^2=-c$ gives
\begin{equation}
\frac{\mu^2}{\nu^2}=\frac{1+2c}{-3c} .
\end{equation}
Since $\mu^2+\nu^2=1$, the s character is the numerator divided by the sum of numerator and denominator:
\begin{equation}
\mu^2=\frac{1+2c}{(1+2c)-3c}=\frac{1+2c}{1-c}=f .
\end{equation}
The explicit orbital agrees with the sum rule, and it shows where the orbital points.

Q: You left out both ends of the range. Start with the flat atom.

A: At $\theta=120^\circ$, $c=-1/2$. The formula gives $f=0$ and $a=1/3$, so the s orbital is divided equally among the three bonds. The direction needs fresh care, because $\mathbf S=0$. Adding the three orthogonality conditions gives $3\lambda\mu+\nu\,\mathbf m\cdot\mathbf S=3\lambda\mu=0$, so $\mu=0$. Each condition then reduces to $\mathbf m\cdot\mathbf n_i=0$. The dangling orbital is a pure p orbital perpendicular to the plane.

There is also a reason that does not depend on bond-following hybrids. Reflection in the plane of a flat atom leaves $s$ unchanged and reverses the perpendicular p orbital. An orbital that is odd under this reflection cannot contain any $s$.

Q: And at ninety degrees?

A: There $c=0$ and $f=1$. The three p orbitals along the bonds are already orthogonal, so equivalent bond hybrids need no s at all: $a=0$. The complete s orbital is left for the dangling hybrid, which then has no direction. Here equivalence has to be assumed separately. The conditions $\lambda_i\lambda_j=0$ require only that at least two of the three $\lambda_i$ vanish; the third could still be nonzero. Threefold symmetry removes that freedom, and so does approaching $90^\circ$ from above.

Q: What about the familiar tetrahedral case?

A: There $c=-1/3$, and
\begin{equation}
f=\frac{1-2/3}{1+1/3}=\frac{1/3}{4/3}=\frac14 .
\end{equation}
Each bond hybrid has the same share, $a=(1/3)/(4/3)=1/4$. All four hybrids are alike in composition, although one of them has no neighbour to bond with.

Q: Could $f$ rise and fall between these points?

A: Its derivative excludes that. The quotient rule gives
\begin{equation}
\frac{df}{dc}=\frac{2(1-c)+(1+2c)}{(1-c)^2}=\frac{3}{(1-c)^2},
\end{equation}
and $dc/d\theta=-\sin\theta$. Therefore
\begin{equation}
\frac{df}{d\theta}=-\frac{3\sin\theta}{(1-\cos\theta)^2}
\end{equation}
per radian. This is negative throughout the range. Opening the bonds makes their p parts overlap more negatively, more s is needed in the bonds to cancel that overlap, and less remains for the dangling hybrid.

Q: Suppose I push the angle below ninety degrees. The formula then gives more than one whole s orbital.

A: That is the sign that no such hybrids exist. For $c>0$, each of the three products $\lambda_1\lambda_2$, $\lambda_2\lambda_3$ and $\lambda_1\lambda_3$ would have to equal $-c$, a negative number. Their product would be $-c^3<0$. But it is also $(\lambda_1\lambda_2\lambda_3)^2$, which cannot be negative. Neither unequal shares nor altered signs can help. An atom may still have bonds at such an angle, but orthogonal real s--p hybrids cannot follow all three.

On the other side, $120^\circ$ is a limit of geometry. Since $|\mathbf S|^2=3(1+2c)$ cannot be negative, $c$ cannot be less than $-1/2$. Three directions in space cannot all be more than $120^\circ$ apart with equal angles.

\section{A surface atom and the limits of the model}

Q: Before you go on to a surface, remind me what has been established.

A: The angle between any two back bonds is $\theta$, and $c=\cos\theta$. Each bond hybrid is a p orbital along its bond plus $\lambda$ times the s orbital, then normalized. Orthogonality requires $\lambda_i\lambda_j=-\cos\theta_{ij}$ for bonds $i$ and $j$. For equal angles, the s characters of a bond hybrid and of the dangling hybrid are
\begin{equation}
a=\frac{-c}{1-c},\qquad f=\frac{1+2c}{1-c},\qquad 3a+f=1 .
\end{equation}
They hold for $90^\circ\le\theta\le120^\circ$, with equivalent bonds assumed at $90^\circ$.

Q: Nobody moves a surface atom by turning an angle. It moves up or down. Can you express the result that way?

A: Put the three neighbours in a plane, each at lateral distance $\rho$ from the axis and $120^\circ$ apart around it. Put the atom on the axis at height $h$ above the plane. The vector from the atom to a neighbour has an in-plane part of length $\rho$ and a vertical part $-h$. Two such vectors have the scalar product
\begin{equation}
\rho^2\cos120^\circ+(-h)^2=h^2-\frac{\rho^2}{2},
\end{equation}
and each has squared length $h^2+\rho^2$. Therefore
\begin{equation}
c=\frac{h^2-\rho^2/2}{h^2+\rho^2}.
\end{equation}
The two combinations needed for $f$ are
\begin{align}
1+2c&=\frac{h^2+\rho^2+2h^2-\rho^2}{h^2+\rho^2}
=\frac{3h^2}{h^2+\rho^2},\\
1-c&=\frac{h^2+\rho^2-h^2+\rho^2/2}{h^2+\rho^2}
=\frac{3\rho^2/2}{h^2+\rho^2}.
\end{align}
Their ratio is
\begin{equation}
f=\frac{2h^2}{\rho^2}.
\end{equation}
A flat atom has $h=0$ and $f=0$. The cube corner has $h=\rho/\sqrt2$ and $f=1$. The tetrahedral angle has $h=\rho/\sqrt8$ and $f=1/4$.

For orthogonal hybrids that follow three equivalent bonds, the s character of the dangling hybrid is now fixed by the bond angle, or equally by the atom's height above its neighbours. It remains to check the algebra numerically and to see whether a computed silicon atom obeys the model.
